# Frozen-exchange self-consistency loops and what their exchange-error estimate measures

## The decision: when to stop the outer loop

A plane-wave calculation with exact exchange can be organised as two nested loops. The inner loop makes the density self-consistent while the exchange operator stays fixed. The outer loop rebuilds that operator from the new orbitals and stops when an exchange-error estimate $\Delta$ falls below a tolerance. The user must decide whether $\Delta$ below the tolerance means that the energy is converged to it.

It need not. In the Hartree–Fock example below, the fifth outer cycle gives $\Delta=1.6\times10^{-5}$ eV while the energy is still $2.7\times10^{-5}$ eV above its converged value. A tolerance of $2\times10^{-5}$ eV would have been declared met. The missing factor depends on how fast the outer loop converges, and whether $\Delta$ is guaranteed to be nonnegative depends on the treatment of the Coulomb kernel.

## Conventions and the frozen functional

Formulas are in atomic units; numerical results are converted to eV and Å. Consider a closed shell with real orbitals at the $\Gamma$ point and fixed occupations. Let $\phi_i$ be the occupied orbitals and

$$P(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')$$

their projector, without a spin factor, so that the density is $n(\mathbf r)=2P(\mathbf r,\mathbf r)$. The exchange kernel $w(\mathbf r-\mathbf r')$ is real and even. Define the symmetric bilinear form

$$K(P,Q)=\iint P(\mathbf r,\mathbf r')\,Q(\mathbf r,\mathbf r')\,w(\mathbf r-\mathbf r')\,d\mathbf r\,d\mathbf r' .$$

Each spin contributes $-\tfrac12K(P,P)$ to the exchange energy. With two spins and an exchange fraction $\alpha>0$, the energy is

$$E[P]=F[P]-\alpha K(P,P),$$

where $F$ holds the kinetic, ionic, Hartree and semilocal terms. The exchange operator built from old orbitals with projector $Q$ has the kernel $V_x[Q](\mathbf r,\mathbf r')=-\alpha Q(\mathbf r,\mathbf r')w(\mathbf r-\mathbf r')$. Its expectation value in the new orbitals, summed over both spins, is the mixed energy

$$f(P,Q)=2\,\mathrm{Tr}(P\,V_x[Q])=-2\alpha K(P,Q).$$

The exchange energy itself is $\tfrac12f(P,P)$, because the full expectation value counts each pair twice.

Write $D=P-Q$. Bilinearity and symmetry give

$$K(P,P)=K(Q,Q)+2K(Q,D)+K(D,D).$$

Dropping the last term linearises the exchange energy at $Q$. Since $K(Q,D)=K(P,Q)-K(Q,Q)$, the resulting functional is

$$E_Q[P]=F[P]+\alpha K(Q,Q)-2\alpha K(P,Q).$$

Its variation is $\delta E_Q=2\,\mathrm{Tr}(h\,\delta P)$ with

$$h=-\tfrac12\nabla^2+v_{\rm ion}+v_H[n]+v_{\rm sl}[n]+V_x[Q].$$

An orbital rotation changes $P$, to first order, in the block between occupied and empty states. Stationarity therefore requires that block of $h$ to vanish, which is the condition met by occupied eigenvectors of $h$. The inner loop thus seeks a stationary point of $E_Q$.

## The estimate as a squared difference

The estimate combines three mixed energies:

$$\Delta=f(P,Q)-\tfrac12f(P,P)-\tfrac12f(Q,Q).$$

Inserting $f=-2\alpha K$ gives

$$\Delta=\alpha\,[K(P,P)-2K(P,Q)+K(Q,Q)]=\alpha K(D,D).$$

This is also the term that the linearisation dropped, so

$$\boxed{\;\Delta=\alpha K(P-Q,P-Q)=E_Q[P]-E[P]\;}$$

$\Delta$ is the amount by which the frozen functional overstates the true functional at the new orbitals. A code that reports $E_Q[P]$ can remove this part of its error by subtracting $\Delta$. Only projectors enter, so sign changes or rotations among the occupied orbitals do not affect the estimate.

## When the sign is guaranteed

Written out,

$$\Delta=\alpha\iint D(\mathbf r,\mathbf r')^2\,w(\mathbf r-\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

If $w\ge0$ in real space, then $\Delta\ge0$. On a grid, with projectors free to use every grid point, this condition is also necessary. Take one old orbital $(\delta_a+\delta_b)/\sqrt2$ and one new orbital $(\delta_a-\delta_b)/\sqrt2$, where $\delta_a$ is the normalised vector on point $a$. In the space of these two points

$$D=\frac12\begin{pmatrix}1&-1\\-1&1\end{pmatrix}-\frac12\begin{pmatrix}1&1\\1&1\end{pmatrix}=\begin{pmatrix}0&-1\\-1&0\end{pmatrix},$$

so $\Delta=2\alpha w_{ab}$, where $w_{ab}$ is the kernel between grid points. A negative $w_{ab}$ gives a negative estimate. For zero separation, the change from $\delta_a$ to $\delta_b$ gives $\Delta=2\alpha w_{aa}$. Further occupied orbitals on other points, common to both sets, cancel from $D$. If the orbitals are confined to fewer plane waves than the grid carries, $w\ge0$ remains sufficient, but these two-point orbitals may no longer be available.

A nonnegative Fourier transform $v(\mathbf G)$ is not enough. Suppose the $\mathbf G=0$ term of $4\pi/G^2$ is dropped. Then $w$ averages to zero over the cell, while at zero separation it is a sum of positive terms, so it must be negative elsewhere. The probe-charge correction adds the constant $2.8373/L$ for a cubic cell of side $L$, which cancels the potential that the periodic images and the background produce at a unit charge.

For a cell of side 5 Å and a $7\times7\times7$ grid, the lowest kernel values are:

| kernel | lowest $w$ (eV) |
|---|---:|
| probe charge | 5.96 |
| $\mathbf G=0$ dropped | −2.21 |
| Coulomb cut at 2.5 Å | −0.11 |
| screened, 0.2 Å$^{-1}$ | 6.83 |

The screened kernel is the periodic sum of $\mathrm{erfc}(\omega r)/r$ with $\omega=0.2$ Å$^{-1}$. The first two rows differ by the added constant, $5.96+2.21=8.17$ eV. The third row shows a second way to lose the sign. The cut Coulomb kernel is $1/r$ inside a sphere and zero outside, and the periodic spheres do not overlap, so the complete kernel is nowhere negative. Its negative grid value comes from representing it with finitely many plane waves: it is the Gibbs undershoot at the step on the sphere, whose height is $14.40/2.5=5.76$ eV. A finer grid does not remove it; the lowest value is $-0.24$ eV on a $15^3$ grid and $-0.48$ eV on a $61^3$ grid.

A kernel with negative values does not make every $\Delta$ negative. Dropping the constant changes the estimate for a given pair by $-\alpha(2.8373/L)\,\mathrm{Tr}D^2$, and the sign depends on what remains. Which values of $w$ matter depends on the basis. If orbitals may use every grid point, as in the example below, the lowest grid value decides, and it can be inspected once, at setup. If the grid carries all products of orbitals without aliasing, as in the usual plane-wave setup, $K$ equals the integral with the complete kernel. The cut Coulomb kernel then gives $\Delta\ge0$ in spite of its negative grid values. In the 5 Å cell, with orbitals limited to the 27 plane waves with $|m_x|,|m_y|,|m_z|\le1$, the form $K(D,D)$ has lowest eigenvalue $+0.07$ eV for the cut kernel and $-1.99$ eV with $\mathbf G=0$ dropped.

## Why the estimate is second order

Let $i,j$ label old occupied orbitals and $a,b$ empty ones. Mix $\phi_i\to\phi_i+\sum_a x_{ia}\phi_a$ and orthonormalise. Normalisation enters at second order, so

$$D(\mathbf r,\mathbf r')=\sum_{ia}x_{ia}[\phi_a(\mathbf r)\phi_i(\mathbf r')+\phi_i(\mathbf r)\phi_a(\mathbf r')]+O(x^2).$$

Squaring the bracketed sum gives four products. Exchanging $\mathbf r$ and $\mathbf r'$ makes them equal in pairs under the integral. With $(pq|rs)=\iint\phi_p\phi_q(\mathbf r)\,w\,\phi_r\phi_s(\mathbf r')$,

$$K(D,D)=2\sum_{ia,jb}x_{ia}x_{jb}[(ij|ab)+(ib|ja)]+O(x^3).$$

Hence

$$\Delta=\tfrac12x^TBx+O(x^3),\qquad B_{ia,jb}=4\alpha[(ij|ab)+(ib|ja)].$$

The plain change of exchange energy behaves differently:

$$E_x[P]-E_x[Q]=-2\alpha K(Q,D)-\alpha K(D,D)=2\,\mathrm{Tr}(V_x[Q]D)-\Delta.$$

Its leading part is $4\sum_{ia}x_{ia}\langle a|V_x[Q]|i\rangle$, which is first order in general. At a stationary point of the total energy, the first-order changes cancel between exchange and the other terms, not within exchange alone.

In the Hartree–Fock example, a rotation of size 0.02 gives $\Delta=1.135\times10^{-2}$ eV, and half that rotation gives $2.841\times10^{-3}$ eV, a ratio of 4.00. The exchange-energy change goes from 0.264 to 0.133 eV, a ratio of 1.99. The quadratic term alone predicts $2.843\times10^{-3}$ eV for the smaller rotation.

## Descent of the outer loop

From here on $w\ge0$ is assumed. If the inner loop does not raise its own functional, $E_Q[P]\le E_Q[Q]$. Since $E_Q[Q]=E[Q]$,

$$E[P]=E_Q[P]-\Delta\le E[Q]-\Delta .$$

Each outer cycle lowers the true energy by at least $\Delta$. In a finite basis the energy is bounded below, so the $\Delta$ of all cycles have a finite sum and tend to zero. If the smallest grid value $w_{\min}$ is positive, then $\Delta\ge\alpha w_{\min}\mathrm{Tr}D^2$, and the change of projector also tends to zero. This does not show that the limit is the lowest minimum of $E$.

For Hartree–Fock the inner condition can be proved. There $F$ is linear in $P$ apart from the Hartree energy. Let $P$ be an inner solution that fills the lowest eigenstates of $h$, and let $P'$ be any projector of the same rank. Then

$$E_Q[P']-E_Q[P]=2\,\mathrm{Tr}[h(P'-P)]+\tfrac12\iint\delta n\,v_H\,\delta n .$$

Here and below, $v_H$ placed between two densities denotes the Hartree kernel, not the potential $v_H[n]$. The first term is nonnegative because no projector of that rank has a smaller $\mathrm{Tr}(hP')$ than the sum of the lowest eigenvalues. The second is nonnegative because the Hartree kernel has a nonnegative Fourier transform. The inner solution is therefore a global minimum of $E_Q$. The Hartree argument needs positivity in Fourier space; the sign of $\Delta$ needs it in real space.

Local-density exchange contributes negative curvature, so this proof does not carry over to a hybrid that contains it. An implementation should then compare $E_Q[P]$ with $E[Q]$ in every cycle. The condition held throughout the hybrid run below.

## Rate of convergence

Let $P_*$ be a minimum of $E$ whose Hessian $H$ in the rotation amplitudes is positive definite. Let $y$ describe the old projector and $x$ the new one, both measured from $P_*$. From $E_Q[P]=E[P]+\alpha K(P-Q,P-Q)$,

$$E_Q[P]=E_*+\tfrac12x^THx+\tfrac12(x-y)^TB(x-y)+\text{cubic terms}.$$

Setting the derivative with respect to $x$ to zero gives $Hx+B(x-y)=0$, or

$$x=A^{-1}By,\qquad A=H+B.$$

Here the inner loop is assumed to stay on the solution branch that leads to $P_*$. The matrix $A$ is the Hessian of the functional frozen at $P_*$, and it follows from two contributions. To second order, orthonormalisation moves weight $x_{ia}^2$ from $i$ to $a$, so $2\,\mathrm{Tr}(hD)=2\sum_{ia}(\varepsilon_a-\varepsilon_i)x_{ia}^2$. The density change is $\delta n=4\sum_{ia}x_{ia}\phi_i\phi_a$, and $\tfrac12\iint\delta n(v_H+f_x)\delta n$ carries the factor $\tfrac12\cdot16=8$. Equating the sum to $\tfrac12x^TAx$,

$$A_{ia,jb}=4(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+16\,(ia|v_H+f_x|jb),$$

where $f_x$ is the density derivative of the semilocal potential.

Now solve $Bu_m=\lambda_mAu_m$ with $u_m^TAu_m=1$. Since $B\ge0$ and $H=A-B>0$, each eigenvalue satisfies $0\le\lambda_m<1$. In this linear regime every mode shrinks without changing sign, so the outer loop needs no damping. The limits have a direct meaning. As $\alpha\to0$, $B$ vanishes and one cycle suffices. If $H$ becomes soft along a direction where $B$ does not vanish, the largest eigenvalue $r$ approaches one and convergence becomes slow.

## From $\Delta$ to the remaining error

Expand $y=\sum_my_mu_m$, so that $x_m=\lambda_my_m$. In this basis $A$, $B$ and $H$ have diagonal elements $1$, $\lambda_m$ and $1-\lambda_m$. Therefore

$$\Delta=\tfrac12\sum_m\lambda_m(1-\lambda_m)^2y_m^2,$$

$$E[P]-E_*=\tfrac12\sum_m(1-\lambda_m)\lambda_m^2y_m^2 .$$

For each mode with $\lambda_m>0$ the second contribution is $\lambda_m/(1-\lambda_m)$ times the first. This factor grows with $\lambda_m$, so in the quadratic regime

$$\boxed{\;E[P]-E_*\le\frac{r}{1-r}\,\Delta\;}$$

When $r<\tfrac12$, $\Delta$ bounds the remaining error. When $r>\tfrac12$, the error can exceed $\Delta$, and it does so once the slowest mode dominates. The energy drop of the cycle is

$$E[Q]-E[P]=\tfrac12\sum_m(1-\lambda_m)(1-\lambda_m^2)y_m^2 .$$

Mode by mode this is $(1+\lambda_m)/\lambda_m\ge2$ times the contribution to $\Delta$, so the drop is at least $2\Delta$.

The rate can be estimated from $\hat r=\sqrt{\Delta_{k+1}/\Delta_k}$, but this estimate approaches $r$ from below. In the quadratic regime $\Delta_k=\sum_mc_m\lambda_m^{2k}$ with $c_m\ge0$. The Cauchy–Schwarz inequality gives $\Delta_k^2\le\Delta_{k-1}\Delta_{k+1}$, so successive ratios cannot decrease. An early $\hat r$ reflects fast modes that have not yet died out.

## Pseudocode

```
Q = projector from a semilocal calculation
check w >= 0 (complete kernel if pair densities are alias-free, else grid values)
choose r_safe < 1, not below the expected rate
repeat
    freeze V = Vx[Q];  fQQ = 2 Tr(Q V)
    n = density(Q)
    repeat                              # inner loop
        P = lowest eigenstates of h[n, V]
        update n from density(P)
    until the density is self-consistent
    fPQ = 2 Tr(P V)                     # old operator
    fPP = 2 Tr(P Vx[P])                 # new operator
    Delta = fPQ - (fPP + fQQ)/2
    if E_Q[P] > E[Q] + roundoff: repair the inner loop
    r_hat = sqrt(Delta/previous Delta), if available
    r = max(r_safe, r_hat)
    Q = P
until r < 1 and Delta * r/(1 - r) < energy tolerance
report E[P]
```

The test `r < 1` is needed. Away from the quadratic regime, for instance while leaving a saddle point, $\Delta$ can grow from one cycle to the next. Then $\hat r>1$, the factor $r/(1-r)$ is negative, and the inequality alone would be met at any error. The value `r_safe` is a judgement, not a result of the run. If the frozen energy $E_Q[P]$ is reported instead, its error is larger by $\Delta$, and the factor $r/(1-r)$ becomes $1/(1-r)$.

## Cost and compression

Applying $V_x[Q]$ to $N$ orbitals when $N$ are occupied requires $N^2$ pair densities, each with a forward and a backward Fourier transform. Freezing $Q$ does not remove this cost from the inner loop, but it allows the operator to be compressed once per outer cycle. Let the columns of $\Phi$ be the old orbitals and $W=V_x[Q]\Phi$. The compressed operator is

$$V_c=W(\Phi^TW)^{-1}W^T,$$

provided the inverse exists. It agrees with $V_x[Q]$ on the old orbitals, and applying it takes only products with $N$ stored vectors.

Its effect on the estimate can be derived. If $v(\mathbf G)\ge0$, then $M=-V_x[Q]$ is positive semidefinite, since its expectation value is a sum of Coulomb self-energies of pair densities. Let $\Pi$ project on the span of $M^{1/2}\Phi$. Then

$$V_c-V_x[Q]=M^{1/2}(1-\Pi)M^{1/2}\ge0 .$$

Using $V_c$ in the mixed energy changes the estimate to

$$\Delta_c=\Delta+2\,\mathrm{Tr}[P(V_c-V_x[Q])]\ge\Delta .$$

The added operator vanishes on the old orbitals, so the added term is also second order. The descent argument holds with $\Delta_c$ in place of $\Delta$. In the rate analysis, $B$ gains a positive semidefinite matrix while $H$ stays the same. Since $r/(1-r)$ is the largest value of $u^TBu/u^THu$, compression cannot lower $r$. The example below uses the uncompressed operator.

## Worked example

The 5 Å cell holds two smeared ions of charge 2, with Gaussian widths 0.5 and 0.6 Å, and four electrons. Products of orbitals are evaluated on the same 343-point grid. Exchange uses the probe-charge kernel. Both runs start from orbitals of local-density exchange; the constant ion–ion energy is omitted. These are round model parameters, not a particular material.

For Hartree–Fock, $\alpha=1$:

| cycle | $\Delta$ (eV) | energy drop (eV) | error left (eV) |
|---:|---:|---:|---:|
| 1 | 8.05e-3 | 3.10e-2 | 5.28e-3 |
| 2 | 1.23e-3 | 4.29e-3 | 9.86e-4 |
| 3 | 2.32e-4 | 7.54e-4 | 2.32e-4 |
| 4 | 5.34e-5 | 1.62e-4 | 7.07e-5 |
| 5 | 1.57e-5 | 4.37e-5 | 2.70e-5 |

The drop exceeds $2\Delta$ in each row. The ratio of remaining error to $\Delta$ rises from $5.28/8.05=0.66$ to $2.70/1.57=1.72$. The response matrices give $r=0.726$, hence a limiting factor $0.726/0.274=2.65$. An actual outer step started along the slowest mode reproduces that factor. On a $9^3$ grid the factor is 2.64. The rate depends strongly on the $\mathbf G=0$ term. A constant $c$ in $w$ adds $4\alpha c$ to the diagonals of $B$ and $A$ and leaves $H$ and the minimum unchanged. Here $c=8.17$ eV because the cell is small. Without it the eigenvalues run from $-0.25$ to $0.36$; the loop is then faster, but $B\ge0$ and the bound derived from it are no longer guaranteed.

At cycle 5 the bound is $2.65\times1.57\times10^{-5}=4.2\times10^{-5}$ eV, above the true $2.7\times10^{-5}$ eV. The observed rate is still only $\hat r=\sqrt{1.57/5.34}=0.54$. It would predict an error of $(0.54/0.46)\times1.57\times10^{-5}=1.8\times10^{-5}$ eV, which is too small. This is why the pseudocode does not rely on $\hat r$ alone.

For $\alpha=0.25$, with local-density exchange for the remaining three quarters, $r=0.402$ and the factor is 0.67. After five cycles $\Delta=5.3\times10^{-9}$ eV and the remaining error is $3.3\times10^{-9}$ eV. Here $\Delta$ is a safe stopping measure. The first five cycles take 49 inner steps for Hartree–Fock and 46 for the hybrid, so the difference lies in the progress per outer cycle.

## Failure modes

**An unconverged inner loop.** $\Delta$ measures how far the projector moved. An inner loop that returned the old orbitals unchanged would give $\Delta=0$, whatever the energy error. The inner residual must be controlled separately.

**Roundoff.** The three mixed energies are far larger than their combination near convergence. In the last hybrid cycle the squared form gives $8\times10^{-18}$ eV, while subtraction gives $-3\times10^{-15}$ eV. A negative value of this size is roundoff and says nothing about the kernel. Where $D$ is affordable, the squared form avoids the cancellation.

**A negative value well above roundoff.** With consistent mixed energies this points to a kernel with negative real-space values. It can also mean that the three energies were computed with different kernels or orbital sets, since the identity then no longer applies.

**A soft minimum.** As $r\to1$ the factor $r/(1-r)$ diverges, and a small $\Delta$ says little about the energy. A slow decay of $\Delta$ is a warning, but it appears only once the slow mode dominates. That mode enters $\Delta$ with the small factor $(1-\lambda_m)^2$, so faster modes can hide it in early cycles.

The numerical check compares the mixed-energy and squared forms in every outer cycle and tests the response matrices against actual outer steps.

## Table of computed values

```
cell side 5.00 angstrom, grid points 343
ion charge 2 e, width 0.50 angstrom, at (1.5, 1.75, 2.0)
ion charge 2 e, width 0.60 angstrom, at (3.5, 3.0, 2.75)
electrons 4, occupied orbitals 2
gap of starting local-density run 2.804 eV
Madelung constant times L -2.83730 (atomic units)
sphere radius 2.50 angstrom, screening 0.20 1/angstrom
kernel: lowest w (eV), two-point Delta at alpha=1 (eV)
  probe charge      5.9569   11.9138
  G=0 dropped      -2.2143   -4.4286
  sphere cutoff    -0.1071   -0.2142
  screened          6.8335   13.6670
rotation size, Delta (eV), change of exchange energy (eV)
  0.02 1.1349e-02 2.6418e-01
  0.01 2.8405e-03 1.3306e-01
observed orders 1.998 and 0.990
leading term of Delta at 0.01: 2.8433e-03 eV
smallest rise in 60 inner trials 0.4026 eV
alpha 1.00: gap 10.611 eV, energy -25.486695 eV
  cycle, inner steps, Delta, drop, error left (eV)
  1  11 8.053e-03 3.102e-02 5.278e-03
  2  10 1.233e-03 4.292e-03 9.858e-04
  3  10 2.316e-04 7.536e-04 2.322e-04
  4   9 5.338e-05 1.615e-04 7.071e-05
  5   9 1.567e-05 4.370e-05 2.700e-05
  outer cycles 46, inner steps in all 274
  last Delta: squared 2.29e-17 eV, subtracted 6.04e-15 eV
  largest eigenvalue r 0.7258, r/(1-r) 2.6466
  error/Delta seen on slowest mode 2.6467
  relative mismatch of step and A^-1 B 2.6e-06
alpha 0.25: gap 4.770 eV, energy -22.111953 eV
  cycle, inner steps, Delta, drop, error left (eV)
  1  11 2.820e-04 2.369e-03 5.334e-05
  2  10 7.666e-06 5.117e-05 2.170e-06
  3   9 3.984e-07 1.990e-06 1.801e-07
  4   8 3.942e-08 1.575e-07 2.264e-08
  5   8 5.256e-09 1.937e-08 3.266e-09
  outer cycles 16, inner steps in all 100
  last Delta: squared 7.99e-18 eV, subtracted -3.02e-15 eV
  largest eigenvalue r 0.4023, r/(1-r) 0.6732
  error/Delta seen on slowest mode 0.6732
  relative mismatch of step and A^-1 B 2.3e-06
```
